\section*{Does a Diode Ideality Factor Above One Prove Recombination?}

\section{The argument under comment}

Consider the following argument about a metal contact on an n-type semiconductor at 300 K.

\begin{quote}
The ideality factor at a forward bias of 0.2 V is $n=1.0175$. Thermionic emission gives $n=1$ and recombination in the depletion region gives $n=2$. The measured value lies between them, so the current contains a recombination part, which amounts to about 3.5 per cent of the total.
\end{quote}

The ideality factor is taken from the corrected logarithmic slope,
\begin{equation}
\frac1n=\frac{kT}{e}\,\frac{d}{dV}\ln\!\left[\frac{J}{1-e^{-eV/kT}}\right],
\label{eq:def}
\end{equation}
where $J$ is the current density, $V>0$ is forward bias and $e>0$ is the elementary charge. The arithmetic of the argument can be made consistent, as shown below. The doubtful premise is that thermionic emission gives $n=1$. We must ask what that premise assumes about the barrier.

\section{Thermionic current over a barrier that moves}

Measure electron energies from the metal Fermi level, and let $\Phi(V)$ be the energy of the barrier crest. Suppose that electrons cross the crest classically and without collisions, that there is no tunnelling, recombination or series resistance, and that the semiconductor quasi-Fermi level stays flat, at energy $eV$, up to the crest. The band is isotropic with effective mass $m$. If $\Phi-eV\gg kT$, both populations at the crest have Boltzmann form. Electrons arriving from the semiconductor carry the forward current and those from the metal oppose it:
\begin{equation}
J=\frac{2e}{(2\pi)^3}\int_{k_x>0}\!d^3k\,\frac{\hbar k_x}{m}\,
e^{-(\Phi+\hbar^2k^2/2m)/kT}\left(e^{eV/kT}-1\right).
\end{equation}
The factor 2 counts spin. The integral separates into
\begin{align}
\int dk_y\,dk_z\,e^{-\hbar^2(k_y^2+k_z^2)/2mkT}&=\frac{2\pi mkT}{\hbar^2},\\
\int_0^\infty dk_x\,\frac{\hbar k_x}{m}\,e^{-\hbar^2k_x^2/2mkT}
&=\frac1\hbar\int_0^\infty d\epsilon\,e^{-\epsilon/kT}=\frac{kT}{\hbar},
\end{align}
with $\epsilon=\hbar^2k_x^2/2m$ in the second line. The prefactor is therefore $em(kT)^2/(2\pi^2\hbar^3)$. Putting $\hbar=h/2\pi$ gives
\begin{equation}
J=A^*T^2e^{-\Phi(V)/kT}\left(e^{eV/kT}-1\right),\qquad
A^*=\frac{4\pi emk^2}{h^3}.
\label{eq:J}
\end{equation}
Nothing in this derivation requires $\Phi$ to be independent of $V$. Since $e^{eV/kT}-1=e^{eV/kT}(1-e^{-eV/kT})$,
\begin{equation}
\ln\!\left[\frac{J}{1-e^{-eV/kT}}\right]=\ln(A^*T^2)-\frac{\Phi(V)-eV}{kT}.
\label{eq:log}
\end{equation}
Differentiating and multiplying by $kT/e$ gives
\begin{equation}
\frac1n=1-\gamma,\qquad \gamma=\frac{d\Phi}{d(eV)}.
\label{eq:main}
\end{equation}

An electron in the semiconductor faces the barrier $\Phi-eV$, measured from its own quasi-Fermi level. If the crest rises by $\gamma$ times the added bias energy, only the fraction $1-\gamma$ of that bias reduces the barrier. Thus $0<\gamma<1$ gives $n>1$ with no recombination at all. A constant barrier gives $n=1$, and a barrier that falls with forward bias gives $n<1$. For constant slopes $\gamma=0.1$ and $-0.1$, the values are $1/0.9=1.111$ and $1/1.1=0.909$. As $\gamma$ approaches one, $n$ diverges because the crest keeps pace with the quasi-Fermi level.

The correction in Eq.~(\ref{eq:def}) matters when $n$ is close to one. The slope of $\ln J$ itself contains the additional term
\begin{equation}
\frac{kT}{e}\frac{d}{dV}\ln(1-e^{-eV/kT})=\frac{e^{-eV/kT}}{1-e^{-eV/kT}},
\end{equation}
so that
\begin{equation}
\frac1{n_{\rm raw}}=\frac1{1-e^{-eV/kT}}-\gamma .
\label{eq:raw}
\end{equation}
At low bias the first term exceeds one and can hide a positive $\gamma$.

\section{A cause for the moving barrier}

A free parameter $\gamma$ would be a weak objection to the argument. The image force supplies a definite one. Let the semiconductor be nondegenerate, with uniform donor density $N$ and static permittivity $\varepsilon$. Let $x$ be the distance from the metal and $w(x)$ the conduction-band edge relative to its bulk value, before the image energy is added. The electron density is $Ne^{-w/kT}$, so the charge density is $eN(1-e^{-w/kT})$. Because $w$ is $-e$ times the electrostatic potential, Poisson's equation reads
\begin{equation}
w''=\frac{e^2N}{\varepsilon}\left(1-e^{-w/kT}\right).
\end{equation}
Multiply by $w'$ and integrate from the bulk, where $w=w'=0$:
\begin{equation}
\frac{w'^2}{2}=\frac{e^2N}{\varepsilon}\left(w-kT+kTe^{-w/kT}\right).
\end{equation}
Let $\Phi_B$ be the barrier without image force, taken as independent of bias, and $\xi$ the bulk distance from the quasi-Fermi level to the band edge. The bulk edge lies at $eV+\xi$, so the surface bending is $w_s=\Phi_B-\xi-eV$. For $w_s\gg kT$ the exponential can be dropped. The force $F=-w'(0)$ then obeys
\begin{equation}
F^2=\frac{2e^2NU}{\varepsilon},\qquad U=\Phi_B-\xi-eV-kT.
\label{eq:F}
\end{equation}

An electron at $x$ is attracted by its image, a distance $2x$ away, with force $e^2/[4\pi\varepsilon(2x)^2]$. Using the static $\varepsilon$ here assumes that the lattice follows the electron's motion; in a polar material it may not, and a smaller permittivity then gives a larger lowering. Integration from infinity gives the energy $-e^2/(16\pi\varepsilon x)$. Close to the metal the band edge is therefore
\begin{equation}
E(x)=\Phi_B-Fx-\frac{e^2}{16\pi\varepsilon x}.
\end{equation}
Setting $E'(x)=0$ gives the crest position
\begin{equation}
x_m=\left(\frac{e^2}{16\pi\varepsilon F}\right)^{1/2}.
\end{equation}
Since $e^2/(16\pi\varepsilon)=Fx_m^2$, the two lowering terms are equal at the crest, and the total lowering is
\begin{equation}
\Delta=\Phi_B-E(x_m)=2Fx_m=\left(\frac{e^2F}{4\pi\varepsilon}\right)^{1/2}.
\end{equation}
Hence $\Delta\propto F^{1/2}\propto U^{1/4}$ and $d\Delta/dU=\Delta/(4U)$. With $\Phi=\Phi_B-\Delta$ and $dU/d(eV)=-1$,
\begin{equation}
\gamma=-\frac{d\Delta}{d(eV)}=\frac{\Delta}{4U},\qquad
n=\frac1{1-\Delta/(4U)}.
\label{eq:image}
\end{equation}
Forward bias weakens the surface field, the weaker field lowers the crest less, and the crest rises.

The straight-line potential omits the depletion curvature, which adds $e^2Nx^2/(2\varepsilon)$ to $E(x)$. To first order the crest rises by the value of this term at $x_m$,
\begin{equation}
s=\frac{Fx_m^2}{2W}=\Delta\,\frac{x_m}{4W},\qquad W=\frac{\varepsilon F}{e^2N}.
\end{equation}
Since $s\propto x_m^2\propto F^{-1}\propto U^{-1/2}$, its slope is $ds/d(eV)=s/(2U)$, and
\begin{equation}
\gamma\simeq\frac{\Delta}{4U}+\frac{s}{2U}
=\frac{\Delta}{4U}\left(1+\frac{x_m}{2W}\right).
\label{eq:curv}
\end{equation}

At fixed $U$, $\gamma\propto N^{1/4}$, so the effect fades slowly as the doping is reduced. Heavier doping increases it, but also thins the barrier, since $W\propto N^{-1/2}$, and the neglect of tunnelling becomes less safe. Near flat band, $\gamma$ in Eq.~(\ref{eq:image}) grows without limit, but there its premises $U\gg kT$ and $x_m\ll W$ fail.

\section{The number in the argument}

Take $T=300$ K ($kT=0.02585$ eV), relative permittivity 12, $N=10^{16}$ cm$^{-3}$, $m$ equal to the electron mass and $\Phi_B=0.700$ eV. These are round model parameters, not those of a named material. They give $\xi=0.2024$ eV. At 0.2 V,
\begin{equation}
U=0.7000-0.2024-0.2000-0.02585=0.2718\ {\rm eV}.
\end{equation}
The surface force is $F=0.002863$ eV/nm and the crest lies at $x_m=3.237$ nm, so $\Delta=2(0.002863)(3.237)=0.01854$ eV. Then
\begin{equation}
\gamma=\frac{0.01854}{4(0.2718)}=0.01705,\qquad n=\frac1{1-0.01705}=1.0173.
\end{equation}
With $W=190$ nm, the curvature correction multiplies $\gamma$ by 1.0085 and brings $n$ to 1.0175.

A fuller calculation within the same model integrates the nonlinear Poisson equation numerically, adds the image energy, locates the crest, and integrates the flux over wave vectors with Fermi functions. A central difference of the logarithm over $\pm2$ mV then gives $n=1.0175$. The value quoted in the argument is thus reproduced by a current that contains no recombination. The current density is 0.088 A/cm$^2$.

This number belongs to the collisionless limit. With a finite mobility $\mu$, part of the drop in the quasi-Fermi level occurs before the crest, and the current is reduced by a factor of about $1/(1+v_R/v_D)$, where $v_R=(kT/2\pi m)^{1/2}$ and $v_D\simeq\mu F/e$. Forward bias lowers $F$ and hence this factor, which raises $n$ further. For $\mu=1000$ cm$^2$/(V\,s), this estimate gives $v_R/v_D=0.094$ at 0.2 V and a rise in $n$ of 0.004; taking $v_D$ from the diffusion integral over the rounded barrier gives 0.13 and 0.006. Neither is negligible beside 0.0175. This addition also involves no recombination.

The number also belongs to the classical limit, which is marginal here: the crest lies 3.2 nm from the metal, while the thermal wavelength $h/(2\pi mkT)^{1/2}$ is 4.3 nm. Tunnelling through the top of the barrier and quantum reflection above it both depend on the field. A one-dimensional transmission estimate on the same band profile, with the image energy cut off at a depth of 1 to 5 eV, changes $n$ at 0.2 V by $-0.007$ to $-0.009$ for the free-electron mass and by $+0.007$ to $+0.010$ for a mass of 0.067 of it. In these cases $n$ still rises with bias, but the digits of 1.0175 are those of the classical model, not a prediction for a real contact.

At 0.1 V the corrected slope gives $n=1.014$, while the uncorrected slope of $\ln J$ gives $n_{\rm raw}=0.992$. Equation~(\ref{eq:raw}) accounts for this: the first term is 1.0213, from which $\gamma=0.0136$ is subtracted.

The moving crest also affects a barrier height read from the same plot. By Eq.~(\ref{eq:log}), a tangent drawn at $V_0$ and extended to zero bias yields the apparent barrier
\begin{equation}
\Phi_{\rm app}=\Phi(V_0)-eV_0+eV_0(1-\gamma)=\Phi(V_0)-eV_0\gamma,
\end{equation}
with $\gamma$ taken at $V_0$. For $V_0=0.3$ V the straight-line formulas give $0.6835-0.3(0.02405)=0.6763$ eV; the fuller calculation, $0.6836-0.3(0.0243)$, gives the same value. The true zero-bias barrier is 0.6788 eV, about 2.5 meV higher. The sign follows from $\gamma\propto U^{-3/4}$, which increases with $V$: $\Phi(V)$ is convex, and its tangent lies below it.

\section{What recombination would have given}

The recombination reading deserves the same care. Let $v=eV/kT$, and place a constant-barrier thermionic current $J_t=C(e^v-1)$ in parallel with a model recombination current $J_r=B(e^{v/2}-1)$, where $B$ and $C$ do not depend on bias. Factoring $e^v-1=(e^{v/2}-1)(e^{v/2}+1)$ gives
\begin{equation}
\frac{J_t}{1-e^{-v}}=Ce^v,\qquad
\frac{J_r}{1-e^{-v}}=\frac{Be^v}{e^{v/2}+1}.
\end{equation}
Their logarithmic derivatives with respect to $v$ are $1$ and
\begin{equation}
1-\frac12\,\frac{e^{v/2}}{e^{v/2}+1}=1-\frac1{2(1+e^{-v/2})}.
\end{equation}
The logarithmic derivative of a sum is the mean of the separate ones, weighted by their shares. With $r=J_r/(J_t+J_r)$,
\begin{equation}
\frac1n=1-\frac r{2(1+e^{-v/2})}.
\end{equation}
At 0.2 V, $e^{-v/2}=0.021$, and $n=1.0175$ requires
\begin{equation}
r=2(1.021)\left(1-\frac1{1.0175}\right)=0.035.
\end{equation}
This is the 3.5 per cent of the argument. The share is correctly computed if a constant barrier and this recombination law are assumed, but the calculation does not establish either assumption.

The models part company when the bias changes. Keeping $B/C$ at its matched value gives:

\begin{center}
\begin{tabular}{cccc}
$V$ (V) & $n$, image force & $n$, recombination & $r$ (\%)\\
0.1 & 1.014 & 1.087 & 18.3\\
0.2 & 1.0175 & 1.0175 & 3.5\\
0.3 & 1.025 & 1.003 & 0.5
\end{tabular}
\end{center}

In the recombination model $J_r/J_t=(B/C)/(e^{v/2}+1)$ falls with bias, and here $n$ falls towards one. In the image-force model $U$ shrinks, $\gamma$ grows and $n$ rises. If series resistance is negligible or has been corrected for, a measured trend can therefore decide between these two models.

A rising $n$ does not, in turn, prove image-force lowering. Suppose a current $I$ flows through an ideal junction and a series resistance $R$, with total voltage $V=V_j+IR$. For $eV_j\gg kT$, $dV_j/d\ln I=kT/e$, and hence
\begin{equation}
n=\frac e{kT}\frac{dV}{d\ln I}=1+\frac{eIR}{kT},
\end{equation}
which also rises with bias. At 0.3 V in the example, where the current density is 3.9 A/cm$^2$, a resistance of only $10^{-4}$ $\Omega\,$cm$^2$ adds 0.015 to $n$.

Size is evidence too. An ideality factor of 1.5 would need $\gamma=1-1/1.5=1/3$, more than ten times the image-force value at 0.3 V in this example. Image force would not explain it there. Recombination would then be a reasonable candidate, but it would still need evidence beyond $n$, because Eq.~(\ref{eq:main}) allows any other cause of the same barrier slope.

The conclusion of the argument should therefore be revised to read: ``The value $n=1.0175$ at 0.2 V is compatible with a recombination share of 3.5 per cent at a constant barrier, or with thermionic emission alone over a barrier that rises by 17 meV per volt of forward bias. The value at this single bias does not distinguish them.''
